\section*{Doping of graphene by a physisorbing metal: charge balance and crossover, part 1}

(Sections cited here and not found follow in the second part.)

\section{From level alignment to the closed formula}

\subsection{The decision and the result}

A device or transport calculation with a metal contact on graphene must assign a carrier type and a Fermi level to the covered region. Suppose that the clean metal's work function is known, but no calculation of the full interface is at hand. The practical decision is which reference value to compare that work function with. Comparison with the work function of free graphene, about $4.5$~eV, makes a metal at $4.9$~eV a $p$-type contact. Comparison with about $5.4$~eV makes it an $n$-type contact. The junction between covered and free graphene then has a different polarity.

Let $W_M$ be the work function of the clean metal and $W_G$ that of free, undoped graphene. All work functions and level shifts are energies. Let $E_D$ be the energy of the Dirac point of the covered sheet and $E_F$ the common Fermi level. The doping is measured by
\begin{equation}
\Delta=E_D-E_F ,
\label{eq:def}
\end{equation}
so that $\Delta>0$ means holes and $\Delta<0$ means electrons. The Khomyakov--Giovannetti formula, derived below, is
\begin{equation}
\begin{aligned}
\Delta&=\operatorname{sgn}(u)\,
\frac{\sqrt{1+4\lambda|u|}-1}{2\lambda},\\
u&=W_M-W_G-\Delta_c,\qquad
\lambda=\frac{e^2z}{\pi\varepsilon_0\hbar^2v^2}.
\end{aligned}
\label{eq:main}
\end{equation}
Here $e>0$ is the elementary charge, $v$ the Dirac velocity and $z$ the effective separation of the transferred charges. The energy $\Delta_c$ is the lowering of the vacuum level by the contact dipole that exists before any charge is transferred between the metal and the graphene bands.

Two qualifications belong to the result. First, $\Delta$ contains a square root but is not proportional to $\sqrt{|u|}$: it is linear in $u$ near the crossover. Second, the crossover lies at $W_M=W_G+\Delta_c$. The value $5.4$~eV follows from $\Delta_c\approx0.9$~eV, a rough size found in local-density calculations at a distance near $3.3$~\AA. The charge balance does not supply this number, and another distance or another level of theory changes it.

\subsection{Level alignment}

The metal is treated as a reservoir that fixes $E_F$. The sheet is physisorbed, which here means that its Dirac cone survives without a hybridization gap. The charge is taken as uniform along the surface, and the temperature is zero.

The clean metal has its vacuum level at $E_F+W_M$. In the covered system two dipole layers lower the vacuum level outside the graphene: the contact dipole by $\Delta_c$, and the dipole of the transferred charge by $\Delta_{\mathrm{tr}}$. Either quantity may be negative, which then means a rise. The work function of the covered surface is therefore
\begin{equation}
W=W_M-\Delta_c-\Delta_{\mathrm{tr}} .
\label{eq:W}
\end{equation}

In free undoped graphene the Fermi level lies at the Dirac point, so $W_G$ is the distance from the Dirac point up to the vacuum level. If the potential shifts the thin sheet rigidly, this distance is kept in the contact:
\begin{equation}
E_{\mathrm{vac}}-E_D=W_G .
\end{equation}
By definition $E_{\mathrm{vac}}-E_F=W$. Subtracting the first relation from the second removes the vacuum level,
\begin{equation}
W-W_G=(E_{\mathrm{vac}}-E_F)-(E_{\mathrm{vac}}-E_D)
=E_D-E_F=\Delta .
\label{eq:WminusWG}
\end{equation}
Insertion of (\ref{eq:W}) gives
\begin{equation}
\Delta=u-\Delta_{\mathrm{tr}} .
\label{eq:align}
\end{equation}
Thus $u$ is the value that $E_D-E_F$ would have with the contact dipole present but no transferred charge. A positive $u$ places the Dirac point above the Fermi level. Electrons then leave the graphene for the metal, and the resulting dipole opposes further transfer. Two relations are still needed: the charge as a function of $\Delta$, and $\Delta_{\mathrm{tr}}$ as a function of the charge.

\subsection{The Dirac cone and its velocity}

Consider nearest-neighbour hopping of strength $t$ on the honeycomb lattice with carbon--carbon distance $a_{\mathrm{cc}}$. The lattice constant is $a=\sqrt3\,a_{\mathrm{cc}}$, and the lattice vectors are
\begin{equation}
\mathbf a_1=a(1,0),\qquad
\mathbf a_2=a\left(\tfrac12,\tfrac{\sqrt3}{2}\right).
\end{equation}
An atom of the second sublattice at $(\mathbf a_1+\mathbf a_2)/3$ has its three neighbours at $0$, $\mathbf a_1$ and $\mathbf a_2$. The Bloch Hamiltonian therefore has equal diagonal elements, taken as the energy zero, and off-diagonal elements of magnitude $t|f|$ with
\begin{equation}
f(\mathbf k)=1+e^{i\mathbf k\cdot\mathbf a_1}
+e^{i\mathbf k\cdot\mathbf a_2},\qquad
E=\pm t|f(\mathbf k)| .
\end{equation}
At $\mathbf K=(4\pi/3a,0)$ the two phases are $4\pi/3$ and $2\pi/3$. The three terms add to zero, so this is a Dirac point.

Set $\mathbf k=\mathbf K+\mathbf q$ and keep the first order in $\mathbf q$:
\begin{equation}
f\simeq i\left[e^{4\pi i/3}\,\mathbf q\cdot\mathbf a_1
+e^{2\pi i/3}\,\mathbf q\cdot\mathbf a_2\right].
\end{equation}
The phase factors are $-\frac12\mp\frac{\sqrt3}{2}i$, with the upper sign for the first. The products are $\mathbf q\cdot\mathbf a_1=aq_x$ and $\mathbf q\cdot\mathbf a_2=a(q_x+\sqrt3q_y)/2$. Collecting real and imaginary parts of the bracket gives
\begin{equation}
\frac{[\cdots]}{a}=
-\left(\tfrac34q_x+\tfrac{\sqrt3}{4}q_y\right)
+i\left(-\tfrac{\sqrt3}{4}q_x+\tfrac34q_y\right).
\end{equation}
In the squared modulus the mixed terms $\pm\frac{3\sqrt3}{8}q_xq_y$ cancel, and each of $q_x^2$ and $q_y^2$ has the coefficient $\frac{9}{16}+\frac{3}{16}=\frac34$. Hence $|f|=\sqrt3\,aq/2=3a_{\mathrm{cc}}q/2$ and
\begin{equation}
|E|=\hbar vq,\qquad \hbar v=\tfrac32\,t\,a_{\mathrm{cc}} .
\label{eq:cone}
\end{equation}
For the adopted values $t=2.8$~eV and $a_{\mathrm{cc}}=1.42$~\AA,
\begin{equation}
\hbar v=1.5\times2.8\times1.42=5.964\ \text{eV\,\AA}.
\end{equation}

\subsection{Carrier density}

For $\Delta>0$ the states between $E_F$ and $E_D$ are empty. They fill a disc of radius $q_F=|\Delta|/\hbar v$ around each Dirac point. Each spin and each valley contributes $\pi q_F^2/(2\pi)^2$ states per area. Two spins and two valleys give four such contributions:
\begin{equation}
|n|=4\,\frac{\pi q_F^2}{4\pi^2}=\frac{q_F^2}{\pi}
=\frac{\Delta^2}{\pi\hbar^2v^2}.
\end{equation}
For $\Delta<0$ the same number of states above $E_D$ is filled with electrons. Counting holes as positive combines both cases in
\begin{equation}
n=\frac{\Delta|\Delta|}{\pi\hbar^2v^2}.
\label{eq:n}
\end{equation}
The charge per area on the graphene is $+en$, and that on the metal is $-en$.

The derivative of $|n|$ with respect to $|\Delta|$ is the density of states per area. Multiplication by the cell area $A=\frac{\sqrt3}{2}a^2$ gives the density of states per cell,
\begin{equation}
D_0|E|,\qquad D_0=\frac{2A}{\pi\hbar^2v^2},
\label{eq:D0}
\end{equation}
which is needed when the formula is written per cell. Here $A=5.239$~\AA$^2$ and $D_0=0.0938$~eV$^{-2}$ per cell.

The cone is the low-energy limit of the lattice band. At $0.4$~eV the area inside the full tight-binding contour, including its trigonal warping, holds $0.34$ percent more states than (\ref{eq:n}), relative to the cone value. At $0.63$~eV the excess is $0.85$ percent. Within the nearest-neighbour model the linear band is thus adequate for the doping levels considered here. That model is symmetric between electrons and holes. A second-neighbour hopping of $0.1\,t$ breaks this symmetry and changes the count at $0.4$~eV by about $-2$ percent on one side of the Dirac point and $+3$ percent on the other.

\subsection{Electrostatic step of the transferred charge}

Let $\xi$ be the coordinate along the surface normal, increasing from the metal to the graphene. The transferred charge density is
\begin{equation}
\rho(\xi)=en\,[g_s(\xi)-g_m(\xi)],
\end{equation}
where the sheet profile $g_s$ and the metal profile $g_m$ are each normalized to one. An electron has the potential energy $U=-e\phi$, where $\phi$ is the electrostatic potential. Poisson's equation $\phi''=-\rho/\varepsilon_0$ becomes
\begin{equation}
U''(\xi)=\frac{e^2n}{\varepsilon_0}\,[g_s(\xi)-g_m(\xi)] .
\label{eq:poisson}
\end{equation}
The total charge is zero, so $U'$ vanishes on both sides outside the charged region. Integration by parts then gives the drop from the metal side to the vacuum side:
\begin{equation}
\begin{aligned}
\Delta_{\mathrm{tr}}&=U(-\infty)-U(\infty)
=-\int U'\,d\xi\\
&=-\big[\xi U'\big]_{-\infty}^{\infty}+\int\xi\,U''\,d\xi
=\frac{e^2n}{\varepsilon_0}
\left(\langle\xi\rangle_s-\langle\xi\rangle_m\right).
\end{aligned}
\end{equation}
With $z=\langle\xi\rangle_s-\langle\xi\rangle_m$, the distance between the two centroids,
\begin{equation}
\Delta_{\mathrm{tr}}=\frac{e^2nz}{\varepsilon_0}.
\label{eq:step}
\end{equation}
The shapes of the profiles do not enter the total step. For hole doping, $n>0$ and $z>0$, so the electron energy falls towards the graphene, as required for a dipole that opposes the loss of electrons.

The permittivity is that of vacuum because $\rho$ is the whole density change caused by the transfer, including the polarization it induces. That polarization moves the centroids and is contained in $z$. Since the metal's screening charge lies in front of its outermost atomic plane, $z$ is smaller than the interatomic distance. The adopted values are $3.3$~\AA{} for the distance and $z=0.9$~\AA. Inserting the distance in place of $z$ would overestimate $\lambda$ by the factor $3.3/0.9\approx3.7$. The derivation also takes $z$ as independent of $n$, which is a linear-response assumption.

\subsection{Charge balance and its solution}

Equations (\ref{eq:align}), (\ref{eq:n}) and (\ref{eq:step}) combine to
\begin{equation}
\Delta+\lambda\,\Delta|\Delta|=u,\qquad
\lambda=\frac{e^2z}{\pi\varepsilon_0\hbar^2v^2}.
\label{eq:balance}
\end{equation}
The first term is the energy used to fill or empty the bands. The second is the electrostatic step. Their sum is the initial offset.

The derivative of the left side with respect to $\Delta$ is $1+2\lambda|\Delta|\geq1$. The left side therefore increases monotonically and without bound, and there is one real solution. It vanishes at $\Delta=0$, so the solution has the sign of $u$. With $y=|\Delta|$ the equation becomes
\begin{equation}
\lambda y^2+y-|u|=0,\qquad
y=\frac{-1\pm\sqrt{1+4\lambda|u|}}{2\lambda}.
\end{equation}
The lower sign gives a negative $y$ and is discarded. Restoring the sign of $u$ gives (\ref{eq:main}).

In code, the difference of two nearly equal numbers at small $|u|$ is best avoided. Multiplying numerator and denominator by $\sqrt{1+4\lambda|u|}+1$ turns the numerator into $4\lambda|u|$, so that
\begin{equation}
\Delta=\frac{2u}{1+\sqrt{1+4\lambda|u|}} .
\label{eq:stable}
\end{equation}
This form needs no separate sign function and also covers $u=0$ and $\lambda=0$.

To compare with the form written per cell, define $\alpha=e^2/(\varepsilon_0A)$. From (\ref{eq:D0}),
\begin{equation}
\alpha D_0z=\frac{e^2}{\varepsilon_0A}\,
\frac{2A}{\pi\hbar^2v^2}\,z=2\lambda ,
\end{equation}
and hence
\begin{equation}
\Delta=\operatorname{sgn}(u)\,
\frac{\sqrt{1+2\alpha D_0z|u|}-1}{\alpha D_0z}.
\end{equation}
The factor $2$ under this root and the factor $4$ in (\ref{eq:main}) belong to different definitions of the coefficient and must not be mixed.

With $e^2/\varepsilon_0=180.95$~eV\,\AA{} the adopted parameters give
\begin{equation}
\lambda=\frac{180.95\times0.9}{\pi\,(5.964)^2}\ \text{eV}^{-1}
=1.457\ \text{eV}^{-1}.
\end{equation}

\subsection{The same balance as an energy minimum}

The signs can be checked through the energy per area needed to transfer $n$ holes to the graphene. Moving an electron from the neutral Dirac point to the metal changes the energy by $-u$. Emptying states away from the Dirac point costs band energy, and separating the charges, taken here as two thin layers, costs the energy of a plate capacitor. From (\ref{eq:n}), the $n'$-th hole costs the band energy $\hbar v\sqrt{\pi n'}$. Integration over $n'$ gives
\begin{equation}
\mathcal E(n)=-un+\tfrac23\sqrt\pi\,\hbar v\,|n|^{3/2}
+\frac{e^2z}{2\varepsilon_0}\,n^2 .
\end{equation}
Setting the derivative to zero yields
\begin{equation}
-u+\operatorname{sgn}(n)\,\hbar v\sqrt{\pi|n|}
+\frac{e^2z}{\varepsilon_0}\,n=0 .
\end{equation}
The second term is $\Delta$ and the third is $\Delta_{\mathrm{tr}}$, so this is (\ref{eq:balance}). The last two terms of $\mathcal E$ are convex in $n$, and the stationary point is therefore the minimum.

\section{Regimes, crossover and use of the formula}

\subsection{Symbols and results carried over}

The doping is $\Delta=E_D-E_F$, positive for holes. The offset is $u=W_M-W_G-\Delta_c$, where $\Delta_c$ is the vacuum-level lowering by the contact dipole without charge transfer. The balance, its solution and the signed hole density are
\begin{equation}
\begin{aligned}
\Delta+\lambda\Delta|\Delta|&=u,\qquad
\Delta=\frac{2u}{1+\sqrt{1+4\lambda|u|}},\\
n&=\frac{\Delta|\Delta|}{\pi\hbar^2v^2},\qquad
\lambda=\frac{e^2z}{\pi\varepsilon_0\hbar^2v^2}.
\end{aligned}
\label{eq:recap}
\end{equation}
The transferred charge produces the step $\Delta_{\mathrm{tr}}=e^2nz/\varepsilon_0=\lambda\Delta|\Delta|$. The adopted parameters are $W_G=4.5$~eV, $\Delta_c=0.9$~eV, $z=0.9$~\AA{} and $\hbar v=5.964$~eV\,\AA, which give $\lambda=1.457$~eV$^{-1}$.

\subsection{Linear and square-root limits}

For $4\lambda|u|\ll1$ the root in (\ref{eq:recap}) is close to one, and $\Delta\simeq u$. The density of states vanishes at the Dirac point, so little charge is transferred and the electrostatic step is of second order in $u$. For $4\lambda|u|\gg1$ the root dominates the denominator, and $|\Delta|\simeq\sqrt{|u|/\lambda}$. The energy scale in these conditions is
\begin{equation}
\frac1{4\lambda}=0.17\ \text{eV}.
\end{equation}
It is not a sharp boundary. The two limiting expressions are equal, and therefore equally accurate, at $|u|=1/\lambda=0.69$~eV. Below this value the linear limit is the better one, above it the square root.

The error of each limit follows from the balance. Dividing $|u|=|\Delta|+\lambda\Delta^2$ by $|\Delta|$, or by $\lambda\Delta^2$ before taking the root, gives
\begin{equation}
\frac{|u|}{|\Delta|}=1+\lambda|\Delta|,\qquad
\frac{\sqrt{|u|/\lambda}}{|\Delta|}
=\sqrt{1+\frac1{\lambda|\Delta|}} .
\label{eq:ratios}
\end{equation}
Both ratios exceed one, so both limits overestimate the doping. At $|u|=0.5$~eV the full law gives $0.336$~eV, the linear limit $0.500$~eV and the square-root limit $0.586$~eV. Relative to the full law, the limits are too large by $49$ and $74$ percent.

The pure square root would be within $10$ percent if $1/(\lambda|\Delta|)<1.1^2-1=0.21$, that is, for $|\Delta|$ above about $3.3$~eV. The cone would then have $q=|\Delta|/\hbar v\approx0.55$~\AA$^{-1}$. With $a=2.46$~\AA{} this makes $qa\approx1.3$, which is not small, so the linear expansion of the band has failed. For these parameters the pure square-root law does not reach this accuracy inside the model's own range, and the full formula should be used.

Level alignment, the linear band and the electrostatic step have given a closed formula for the doping, and for the adopted parameters the full formula should be used rather than the pure square root. What remains is its response to input errors, the effects of sheet thickness, the origin of the contact dipole, a worked example, and how to obtain the parameters and judge the limits of use.
